# E-model lifetime of a dielectric gap narrowed at fixed voltage

**Question: I get a factor of 5 where the exercise says 7.4**

Two copper lines with a low-k dielectric between them are held 3 V apart. The spacing is 15 nm, but at one place it is only 12 nm. The field acceleration is 4 cm/MV, and I am to show that the E-model lifetime at the narrow place is about 7.4 times shorter.

I wrote the lifetime as $t=t_0e^{-\gamma E}$ with $E=V/s$, took the slope of $\ln t$ with respect to $s$ at 15 nm, and multiplied by the 3 nm change. That gives a factor of about 5. What is wrong? And does the lifetime of the whole line really fall by this factor because of one narrow spot?

**Answer**

Your model is right, but the slope changes too much over 3 nm for its starting value to serve. The factor 7.4 belongs to the narrow spot, compared with an equal area at the wide spacing. The whole line needs a separate argument, given below.

**The lifetime ratio**

Take $E$ as the positive magnitude of the field. Between flat, parallel metal faces the field is uniform, so the voltage is field times spacing and $E=V/s$. Let $s_0$ be the wide spacing and $s_1$ the narrow one. Hold $V$, the temperature, $\gamma$ and $t_0$ fixed. Then

$$
R\equiv\frac{t(s_0)}{t(s_1)}
=\frac{t_0e^{-\gamma V/s_0}}{t_0e^{-\gamma V/s_1}}
=\exp\!\left[\gamma V\left(\frac1{s_1}-\frac1{s_0}\right)\right].
$$

The prefactor cancels, and the sign in the exponent is positive because the narrow gap has the larger field. Since 1 V/nm is 10 MV/cm, the two fields are

$$
E_0=\frac{3\ \text{V}}{15\ \text{nm}}=2.0\ \text{MV/cm},\qquad
E_1=\frac{3\ \text{V}}{12\ \text{nm}}=2.5\ \text{MV/cm}.
$$

The exponent is $4\times(2.5-2.0)=2$, so

$$
R=e^2=7.39 .
$$

The narrow spot keeps about 13.5% of the lifetime it would have at 15 nm. If $s_1\to s_0$, or if $V\to0$, the ratio goes to 1, as it must.

**Where the factor of 5 comes from**

Differentiating $\ln t=\ln t_0-\gamma V/s$ gives

$$
\frac{d\ln t}{ds}=\frac{\gamma V}{s^2}.
$$

At 15 nm this is 0.533 per nm, and 3 nm of narrowing gives an exponent of 1.6 and a ratio of 4.95. The full exponent can be written

$$
\gamma V\,\frac{s_0-s_1}{s_0s_1},
\qquad\text{against your}\qquad
\gamma V\,\frac{s_0-s_1}{s_0^2}.
$$

Yours is too small by the factor $s_1/s_0=0.8$, because the slope steepens as the gap closes. The tangent is good when $s_0-s_1$ is small compared with $s_0$ and the resulting error in the exponent is small compared with 1.

The same steepness makes the answer sensitive to the measured spacing. If the narrow gap is 11.5 nm instead of 12 nm, $R$ is 11.4; if it is 12.5 nm, $R$ is 4.95. The last value agrees with your tangent estimate by coincidence: the field is then 2.4 MV/cm, and $4\times0.4$ is also 1.6.

**A physical reading of $\gamma$**

One way to obtain the E-model is to suppose that the field helps heat to break bonds. With $k$ Boltzmann's constant, let each intact bond break at the rate

$$
r=\nu\exp\!\left[-\frac{H-pE}{kT}\right],
$$

where $H$ is the barrier without field, $p$ an effective dipole and $\nu$ a constant attempt rate. The intact fraction obeys $dN/dt=-rN$ with $N(0)=1$, so $N=e^{-rt}$. If failure comes when a fixed fraction $f$ has broken, then $e^{-rt}=1-f$ and

$$
t=\frac{-\ln(1-f)}{r}
=\frac{-\ln(1-f)}{\nu}\,e^{H/kT}\,e^{-pE/kT}.
$$

This is the E-model with $\gamma=p/(kT)$. At fixed temperature $f$, $\nu$ and $H$ all cancel from $R$.

Take 378.15 K, where $kT=0.03259$ eV. Since 4 cm/MV equals 40 nm/V, $p=40\times0.03259=1.30$ e nm. That is several times the elementary charge multiplied by a bond length, so $p$ should be read as a fitted parameter and not as the dipole of one bare bond.

In this picture $\gamma$ depends on temperature. With the same $p$ at 298.15 K it becomes $4\times378.15/298.15=5.07$ cm/MV, and $R$ rises to 12.6. The temperature at which $\gamma$ was measured therefore has to be known.

A local hot spot adds another loss, whose size depends on $H$. Take $H=1$ eV as an illustration. The barrier in the narrow gap is then $1-1.303\times0.25=0.674$ eV. If $\nu$ were a bond vibration rate, about $10^{13}$ per second, so low a barrier would give a lifetime far below a second. With $H=1$ eV, $\nu$ must therefore be a much smaller, fitted number. A vibration rate would call for a larger $H$, and the heating factor below would then be larger too. If that gap alone is 5 K warmer, its lifetime falls by a further factor

$$
\exp\!\left[\frac{0.674\ \text{eV}}{k}\left(\frac1{378.15\ \text{K}}-\frac1{383.15\ \text{K}}\right)\right]=1.31 .
$$

**If the metal face is curved**

A local narrowing is often a bump on one face, and the field at the tip of a smooth bump is stronger than $V/s_1$. A rippled face opposite a flat one can be solved in closed form. Let the flat face be $y=0$ at zero potential, and try

$$
\phi=ay+b\cos(qx)\sinh(qy),\qquad q=\frac{2\pi}{\Lambda}.
$$

Two $x$-derivatives multiply the second term by $-q^2$ and two $y$-derivatives multiply it by $+q^2$, so Laplace's equation holds. The potential vanishes at $y=0$. The other metal face is the contour $\phi=V$, made to pass through the narrowest point at $x=0$ and the widest at $x=\pi/q$. This fixes one particular ripple shape, and it is a valid face only while the field at the widest point, $a-bq\cosh(qs_0)$, stays positive; for the spacings here that needs $\Lambda$ above about 15 nm. With $S_i=\sinh(qs_i)$,

$$
as_1+bS_1=V,\qquad as_0-bS_0=V.
$$

Multiply the first equation by $S_0$ and the second by $S_1$, and add; $b$ drops out. Multiply the first by $s_0$ and the second by $s_1$, and subtract; $a$ drops out. The results are

$$
a=\frac{V(S_0+S_1)}{s_1S_0+s_0S_1},\qquad
b=\frac{V(s_0-s_1)}{s_1S_0+s_0S_1}.
$$

On the line $x=0$ the field points along $y$ and has magnitude $a+bq\cosh(qy)$, which is largest at the tip:

$$
E_{\text{tip}}=a+bq\cosh(qs_1).
$$

For a very long ripple, $S_i\to qs_i$ and $\cosh(qs_1)\to1$. Then $a\to V(s_0+s_1)/(2s_0s_1)$ and $bq\to V(s_0-s_1)/(2s_0s_1)$, whose sum is $V/s_1$. The flat-face result is recovered.

For a chosen period $\Lambda=60$ nm, $q=0.1047$ per nm, $a=0.2266$ V/nm and $b=0.1736$ V. Hence

$$
E_{\text{tip}}=0.2266+0.1736\times0.1047\times1.90=0.261\ \text{V/nm},
$$

or 2.61 MV/cm. On the flat face below the tip the field is 2.45 MV/cm. The average along the line between them is still $V/s_1=2.5$ MV/cm. If the peak field controls failure, the tip costs a further factor of 1.56, and the ratio to a uniform 15 nm gap becomes 11.6. If the average along the path controls it, 7.4 stands. This ripple is gentle, and 11.6 belongs to its shape alone. A sharper bump of the same height concentrates the field far more: for an isolated Gaussian bump 3 nm high with a standard deviation of 5 nm, Laplace's equation gives about 3.2 MV/cm at the tip, and a peak-field ratio of about 130.

**What happens to the whole line**

Divide the line into $n$ equal segments, and let the first failure end its life. Suppose that segments fail independently and that a wide one survives to time $t$ with the Weibull probability $\exp[-(t/\tau)^\beta]$. In a thin segment $\tau$ is replaced by $\tau/R$. If a fraction $w$ of the segments is thin, multiplying the survival probabilities gives

$$
P(t)=\exp\!\left\{-n\left(\frac t\tau\right)^\beta\left[1-w+wR^\beta\right]\right\}.
$$

The characteristic life is the time at which the exponent equals $-1$. Compared with a line that is wide throughout, it is shorter by the factor

$$
\left[1-w+wR^\beta\right]^{1/\beta}.
$$

For $w=1$ this is $R$. For $\beta=1.5$ and $w=0.01$ it is

$$
\left[0.99+0.01\,e^3\right]^{2/3}=1.12 .
$$

So with this $\beta$, if 1% of the line is thin, its characteristic life is about 11% shorter, although each thin segment has lost a factor of 7.4. Random sampling of 40,000 lines of 100 segments for each case gave 1.13, in line with the formula within the sampling scatter. The loss is small only while $wR^\beta$ is small compared with 1. With the same $w$ and $R$ but $\beta=4$ the factor is 2.4, and a larger $R$ acts in the same direction.

**How far the field law matters**

The E-model assumes that $-d\ln t/dE$ is the same at all fields. Other laws in use can be written

$$
-\frac{d\ln t}{dE}=\gamma\left(\frac{E_c}{E}\right)^m,
$$

where $E_c$ is the field at which the slope $\gamma$ was measured. The E-model has $m=0$. Integrating from $E_0$ to $E_1$ gives

- root-E law, $m=1/2$: $\ln R=2\gamma\sqrt{E_c}\,(\sqrt{E_1}-\sqrt{E_0})$;
- power law, $m=1$: $\ln R=\gamma E_c\ln(E_1/E_0)$;
- 1/E law, $m=2$: $\ln R=\gamma E_c^2\,(1/E_0-1/E_1)$.

If $\gamma$ was measured at 2 MV/cm, these give 6.6, 6.0 and 5.0. They lie below 7.4 because their slopes weaken above $E_c$. The 1/E law reproduces your tangent estimate for a reason: $1/E=s/V$ is linear in $s$, so for that law a straight line in $s$ is the full answer.

If the same $\gamma$ was measured in a stress test at 5 MV/cm, the ratios become about 20, 87 and 22,000. The slopes now grow on the way down to the fields of interest. The 7.4 is therefore a result of the E-model, and not a bound on what other laws predict.

**Beside a real interconnect**

A $\gamma$ of a few cm/MV and a breakdown strength of roughly 6 MV/cm are plausible rough figures for a low-k dielectric between copper lines. The narrow-gap field is 0.42 of that strength, and the tip field 0.44, so the example concerns slow wear-out and not immediate breakdown. The 3 V is high for such a small gap: core logic runs at roughly 1 V. The exponent is proportional to $V$, so at 1 V it would be 2/3 and the ratio about 1.9. Real lines break the assumption of flat faces, which moves 7.4 to 11.6 for the gentle ripple above if the peak field governs, and much further for a sharp bump. The two largest uncertainties are therefore the shape of the narrow spot and the field law, the latter when $\gamma$ comes from tests at much higher fields.

## Computed results

```
Voltage: 3.0 V
Wide spacing: 15.0 nm
Thin spacing: 12.0 nm
Field acceleration gamma: 4.0 cm/MV
Field at wide spacing: 2.000 MV/cm
Field at thin spacing: 2.500 MV/cm
Field rise: 0.500 MV/cm
Exponent gamma times field rise: 2.000
Lifetime ratio, E-model: 7.389
Lifetime ratio, integrated bond breaking: 7.389
Thin/wide lifetime: 0.1353
Slope of ln(life) at wide spacing: 0.5333 1/nm
Exponent, straight-line estimate: 1.600
Ratio, straight-line estimate: 4.953
Spacing error considered: 0.5 nm
Ratio if thin spacing is smaller by it: 11.413
Ratio if thin spacing is larger by it: 4.953
Temperature: 378.15 K
kT: 0.03259 eV
Effective dipole p: 1.303 e nm
Zero-field barrier H: 1.00 eV
Apparent barrier at thin spacing: 0.674 eV
Local heating: 5.0 K
Extra life loss factor from heating: 1.310
Room temperature: 298.15 K
gamma at room temperature, same p: 5.073 cm/MV
Lifetime ratio at room temperature: 12.637
Ripple period: 60.0 nm
Ripple wavenumber q: 0.10472 1/nm
Ripple coefficient a: 0.22664 V/nm
Ripple coefficient b: 0.17363 V
Field at ripple tip: 2.612 MV/cm
Field on flat face below tip: 2.448 MV/cm
Extra life loss factor at tip: 1.563
Ratio, tip against uniform wide gap: 11.551
Stress field for calibration: 5.0 MV/cm
Ratio, root-E, gamma at wide-gap field: 6.610
Ratio, power law, gamma at wide-gap field: 5.960
Ratio, 1/E, gamma at wide-gap field: 4.953
Ratio, root-E, gamma at stress field: 19.8
Ratio, power law, gamma at stress field: 86.7
Ratio, 1/E, gamma at stress field: 22026.5
Weibull shape: 1.5
Thin fraction of line: 1.0 percent
Whole-line life loss factor: 1.123
Whole-line factor, random sampling: 1.132
Rough breakdown strength: 6.0 MV/cm
Thin-gap field / strength: 0.417
Tip field / strength: 0.435
```
